# Large-momentum expansion of B0(p², m, 0) by the method of regions: a numerical check

```python
"""
Large-momentum expansion of the one-loop bubble B0(p^2, m, 0).

Result under test, finite part after removal of the overall 1/eps:
    B0 = 2 - Lp + r*(1 + Lp - Lm) - r^2/2 + O(r^3)
Atomic units: M = m*c, r = M^2/p^2, d = 4 - 2*eps,
    Lp = ln((-p^2 - i0)/mu^2),  Lm = ln(M^2/mu^2).
The loop measure is (mu^2 e^gamma)^eps d^dk/(i pi^(d/2)).
Hard region: loop momentum of order p.  Soft region: massive line
carries momentum of order M.  Spacelike p^2 = -P^2 is Euclidean.
"""
import mpmath as mp
import scipy.constants as sc

mp.mp.dps = 20


def hard_gamma(n, eps):
    """Coefficient of r^n (P^2)^(-eps) from the hard region."""
    return (mp.gamma(1 - eps - n) * mp.gamma(1 - eps)
            * mp.gamma(n + eps) * mp.rgamma(n + 1)
            * mp.rgamma(2 - 2 * eps - n))


def soft_gamma(n, eps):
    """Coefficient of r^n (M^2)^(-eps) from the soft region, n >= 1."""
    return (-mp.gamma(eps - 1) * mp.rf(eps, n - 1)
            / mp.rf(2 - eps, n - 1))


def angular_average(eps, z):
    """Average of P^2/(K+P)^2 over directions, z = K^2/P^2 < 1."""
    return mp.hyp2f1(1, eps, 2 - eps, z)


def weighted_integral(power, function):
    """Integral of z^power * function(z) over 0 < z < 1."""
    s = power + 1
    return mp.quad(lambda u: function(u ** (1 / s)), [0, 1]) / s


def momentum_bubble(eps, mass2):
    """Euclidean bubble at P^2 = 1 by radial momentum integration."""
    below = mp.quad(lambda t: t ** (1 - eps) / (t + mass2)
                    * angular_average(eps, t), [0, 0.1, 1])
    above = weighted_integral(
        eps - 1, lambda z: angular_average(eps, z) / (1 + z * mass2))
    return (below + above) / mp.gamma(2 - eps)


def laurent(function, order, points=32, radius=0.3):
    """Laurent coefficient at eps = 0 from samples on a circle."""
    total = mp.mpc(0)
    for j in range(points):
        eps = radius * mp.expjpi(mp.mpf(2 * j + 1) / points)
        total += function(eps) * eps ** (-order)
    return total / points


def hard_part(n, log_p, order):
    return laurent(lambda e: mp.exp(e * (mp.euler - log_p))
                   * hard_gamma(n, e), order)


def soft_part(n, log_m, order):
    if n == 0:
        return mp.mpc(0)
    return laurent(lambda e: mp.exp(e * (mp.euler - log_m))
                   * soft_gamma(n, e), order)


def log_minus_i0(x):
    """Logarithm of x - i0 for real x."""
    return mp.log(abs(x)) - (mp.pi * 1j if x < 0 else 0)


def closed_form(p2, mass2, mu2):
    return (2 - mp.log(mass2 / mu2) + (mass2 - p2) / p2
            * log_minus_i0((mass2 - p2) / mass2))


def feynman_integral(p2, mass2, mu2):
    """Finite part by quadrature over the Feynman parameter."""
    tiny = mp.mpf(10) ** (-60)  # keeps a rounded endpoint off log(0)

    def integrand(x):
        w = x * (mass2 - (1 - x) * p2) / mu2
        return -log_minus_i0(w if w != 0 else tiny)

    nodes = [0, 1 - mass2 / p2, 1] if p2 > mass2 else [0, 1]
    return mp.quad(integrand, nodes)


def expansion(r, log_p, log_m, highest=2):
    """Derived expansion, truncated after r^highest (0, 1 or 2)."""
    terms = [2 - log_p, r * (1 + log_p - log_m), -r ** 2 / 2]
    return sum(terms[:highest + 1])


# Angular average against direct integration over the polar angle.
eps_test = mp.mpf('0.3')
z_test = mp.mpf('0.3')
d_test = 4 - 2 * eps_test
numerator = mp.quad(lambda a: mp.sin(a) ** (d_test - 2)
                    / (1 + z_test + 2 * mp.sqrt(z_test) * mp.cos(a)),
                    [0, mp.pi / 2, mp.pi])
norm = mp.quad(lambda a: mp.sin(a) ** (d_test - 2),
               [0, mp.pi / 2, mp.pi])
assert abs(numerator / norm - angular_average(eps_test, z_test)) < 1e-10

# Completeness of the two regions in a non-integer dimension.
mass2_test = mp.mpf('0.1')
direct_d = momentum_bubble(eps_test, mass2_test)
hard_sum = sum((-mass2_test) ** n * hard_gamma(n, eps_test)
               for n in range(16))
soft_sum = sum((-mass2_test) ** n * mass2_test ** (-eps_test)
               * soft_gamma(n, eps_test) for n in range(1, 16))
assert abs(direct_d - hard_sum - soft_sum) < 1e-8
assert abs(momentum_bubble(eps_test, mp.mpf(0))
           - hard_gamma(0, eps_test)) < 1e-8

# The first mass correction of the hard region converges at small
# momentum only above four dimensions; test it there.
eps_ir = mp.mpf('-0.4')
hard_direct = (weighted_integral(-1 - eps_ir,
                                 lambda z: angular_average(eps_ir, z))
               + weighted_integral(eps_ir,
                                   lambda z: angular_average(eps_ir, z))
               ) / mp.gamma(2 - eps_ir)
assert abs(hard_direct - hard_gamma(1, eps_ir)) < 1e-8

# Worked example: electron and photon in the loop.
mass_ev = mp.mpf(sc.value('electron mass energy equivalent in MeV')) * 10**6
momentum_ev = mp.mpf(5) * 10**6
mu_ev = mp.mpf(10) ** 6
hbar_c = mp.mpf(sc.hbar * sc.c / sc.e * 1e10)
mass2 = (mass_ev / momentum_ev) ** 2
mu2 = (mu_ev / momentum_ev) ** 2
log_p = mp.log(1 / mu2)
log_m = mp.log(mass2 / mu2)
r_space = -mass2
r_time = mass2
log_p_time = log_p - mp.pi * 1j

# Poles and finite parts extracted from the region integrals.
hard_pole = [hard_part(n, log_p, -1) for n in range(3)]
soft_pole = [soft_part(n, log_m, -1) for n in range(3)]
hard_finite = [hard_part(n, log_p, 0) for n in range(3)]
soft_finite = [soft_part(n, log_m, 0) for n in range(3)]
for found, derived in [
        (hard_pole, [1, -1, 0]), (soft_pole, [0, 1, 0]),
        (hard_finite, [2 - log_p, log_p, -1]),
        (soft_finite, [0, 1 - log_m, mp.mpf(1) / 2])]:
    for a, b in zip(found, derived):
        assert abs(a - b) < 1e-12
for n in range(2, 7):
    assert abs(hard_part(n, log_p, -1)) < 1e-12
    assert abs(soft_part(n, log_m, -1)) < 1e-12
    assert abs(hard_part(n, log_p, 0) + mp.mpf(2) / (n * (n - 1))) < 1e-12
    assert abs(soft_part(n, log_m, 0) - mp.mpf(1) / (n * (n - 1))) < 1e-12

# Closed form against Feynman-parameter quadrature, both signs of p^2.
exact_space = feynman_integral(mp.mpf(-1), mass2, mu2)
exact_time = feynman_integral(mp.mpf(1), mass2, mu2)
assert abs(exact_space - closed_form(mp.mpf(-1), mass2, mu2)) < 1e-12
assert abs(exact_time - closed_form(mp.mpf(1), mass2, mu2)) < 1e-12
assert abs(mp.im(exact_time) - mp.pi * (1 - r_time)) < 1e-12

# Mass dependence from the four-dimensional Euclidean momentum integral.
mass_shift = -mass2 * mp.quad(
    lambda t: 1 / ((t + mass2) * max(t, mp.mpf(1))),
    [0, mass2, 1, mp.inf])
assert abs(mass_shift - (exact_space - (2 - log_p))) < 1e-11

# The timelike imaginary part rebuilds the spacelike value.
dispersion = -mp.quad(lambda s: (1 - mass2 / s) / (s * (s + 1)),
                      [mass2, 10 * mass2, 1, mp.inf])
assert abs(exact_space - (1 - log_m) - dispersion) < 1e-10

# A momentum cut between M and P: soft piece exact in the mass, hard
# piece expanded to first order; their sum must not depend on the cut.
small = mp.mpf('1e-4')
target = (closed_form(mp.mpf(-1), small, mp.mpf(1)) - 2)
for cut in (mp.mpf('0.01'), mp.mpf('0.1')):
    soft_cut = -small * mp.quad(lambda t: 1 / (t + small),
                                [0, small, cut])
    hard_cut = -small * mp.quad(lambda t: 1 / (t * max(t, mp.mpf(1))),
                                [cut, 1, mp.inf])
    assert abs(soft_cut + hard_cut - target) < small ** 2 / cut

# Size and sign of the remainder for both signs of p^2.
for ratio in (mp.mpf('0.3'), mp.mpf('0.05'), mass2):
    lm = mp.log(ratio)
    rest = (closed_form(mp.mpf(-1), ratio, mp.mpf(1))
            - expansion(-ratio, mp.mpf(0), lm))
    assert 0 < mp.re(rest) < ratio ** 3 / 6
    rest = (closed_form(mp.mpf(1), ratio, mp.mpf(1))
            - expansion(ratio, -mp.pi * 1j, lm))
    assert 0 < -mp.re(rest) < ratio ** 3 / (6 * (1 - ratio))
    assert abs(mp.im(rest)) < 1e-15

# Error of the expansion when the spacelike momentum is doubled.
scan = []
for energy in (momentum_ev / 2, momentum_ev, 2 * momentum_ev):
    p2 = -energy ** 2
    exact = closed_form(p2, mass_ev ** 2, mu_ev ** 2)
    approx = expansion(mass_ev ** 2 / p2, mp.log(-p2 / mu_ev ** 2), log_m)
    scan.append((energy, mp.re(exact - approx)))
for first, second in zip(scan, scan[1:]):
    assert abs(first[1] / second[1] / 64 - 1) < 0.05


def show(label, value, unit='dimensionless', style='.8f'):
    number = float(mp.re(value))
    if abs(number) < 1e-13:
        number = 0.0
    print(f'{label}: {number:{style}} {unit}')


show('electron rest energy', mass_ev, 'eV', '.1f')
show('c*sqrt(|p^2|)', momentum_ev, 'eV', '.1f')
show('c*mu', mu_ev, 'eV', '.1f')
show('length 1/M', hbar_c / mass_ev, 'angstrom', '.6e')
show('length 1/sqrt(|p^2|)', hbar_c / momentum_ev, 'angstrom', '.6e')
show('r, spacelike', r_space)
show('Lp, spacelike', log_p)
show('Lm', log_m)
for n in range(3):
    show(f'order r^{n} hard pole coefficient', hard_pole[n], style='.4f')
    show(f'order r^{n} soft pole coefficient', soft_pole[n], style='.4f')
    show(f'order r^{n} hard finite coefficient', hard_finite[n])
    show(f'order r^{n} soft finite coefficient', soft_finite[n])
    show(f'order r^{n} finite contribution, spacelike',
         r_space ** n * (hard_finite[n] + soft_finite[n]), style='.10f')
for n in range(3):
    partial = expansion(r_space, log_p, log_m, n)
    show(f'spacelike sum through r^{n}', partial, style='.10f')
    show(f'exact minus sum through r^{n}', exact_space - partial,
         style='.4e')
show('spacelike exact finite B0', exact_space, style='.10f')
show('spacelike error bound |r|^3/6', mass2 ** 3 / 6, style='.4e')
approx_time = expansion(r_time, log_p_time, log_m)
show('timelike real part, expansion', approx_time, style='.10f')
show('timelike real part, exact', exact_time, style='.10f')
show('timelike real part, exact minus expansion',
     exact_time - approx_time, style='.4e')
show('timelike imaginary part, expansion', mp.im(approx_time),
     style='.10f')
show('timelike imaginary part, exact', mp.im(exact_time), style='.10f')
for energy, error in scan:
    show(f'spacelike error at {float(energy):.2e} eV', error, style='.4e')
show('error ratio, first doubling', scan[0][1] / scan[1][1], style='.2f')
show('error ratio, second doubling', scan[1][1] / scan[2][1], style='.2f')
print('verified')
```

Running it gives:

```
electron rest energy: 510999.0 eV
c*sqrt(|p^2|): 5000000.0 eV
c*mu: 1000000.0 eV
length 1/M: 3.861593e-03 angstrom
length 1/sqrt(|p^2|): 3.946540e-04 angstrom
r, spacelike: -0.01044480 dimensionless
Lp, spacelike: 3.21887582 dimensionless
Lm: -1.34277548 dimensionless
order r^0 hard pole coefficient: 1.0000 dimensionless
order r^0 soft pole coefficient: 0.0000 dimensionless
order r^0 hard finite coefficient: -1.21887582 dimensionless
order r^0 soft finite coefficient: 0.00000000 dimensionless
order r^0 finite contribution, spacelike: -1.2188758249 dimensionless
order r^1 hard pole coefficient: -1.0000 dimensionless
order r^1 soft pole coefficient: 1.0000 dimensionless
order r^1 hard finite coefficient: 3.21887582 dimensionless
order r^1 soft finite coefficient: 2.34277548 dimensionless
order r^1 finite contribution, spacelike: -0.0580903195 dimensionless
order r^2 hard pole coefficient: 0.0000 dimensionless
order r^2 soft pole coefficient: 0.0000 dimensionless
order r^2 hard finite coefficient: -1.00000000 dimensionless
order r^2 soft finite coefficient: 0.50000000 dimensionless
order r^2 finite contribution, spacelike: -0.0000545469 dimensionless
spacelike sum through r^0: -1.2188758249 dimensionless
exact minus sum through r^0: -5.8145e-02 dimensionless
spacelike sum through r^1: -1.2769661444 dimensionless
exact minus sum through r^1: -5.4358e-05 dimensionless
spacelike sum through r^2: -1.2770206913 dimensionless
exact minus sum through r^2: 1.8892e-07 dimensionless
spacelike exact finite B0: -1.2770205023 dimensionless
spacelike error bound |r|^3/6: 1.8991e-07 dimensionless
timelike real part, expansion: -1.1608400523 dimensionless
timelike real part, exact: -1.1608402432 dimensionless
timelike real part, exact minus expansion: -1.9091e-07 dimensionless
timelike imaginary part, expansion: 3.1087793557 dimensionless
timelike imaginary part, exact: 3.1087793557 dimensionless
spacelike error at 2.50e+06 eV: 1.1907e-05 dimensionless
spacelike error at 5.00e+06 eV: 1.8892e-07 dimensionless
spacelike error at 1.00e+07 eV: 2.9635e-09 dimensionless
error ratio, first doubling: 63.02 dimensionless
error ratio, second doubling: 63.75 dimensionless
verified
```
